# Electron Repulsion and Hund's Rule in Helium 1s2p

**The argument under review.** The manuscript considers the singlet and triplet states of the helium configuration 1s2p and argues as follows:

> The spatial wave function of the triplet changes sign when the electrons are exchanged, so it vanishes where they meet. The electrons of the triplet are therefore farther apart on average and repel each other less. The reduction is twice the exchange integral. This is why the triplet lies lower, as Hund's rule says.

The first sentence is correct, and so is the order of the levels. What needs examination is the step from a zero at one point to an average over all distances, and the use of one set of orbitals for two different states. Is the mean repulsion of the actual triplet smaller than that of the actual singlet?

I take the nonrelativistic Hamiltonian with a fixed point nucleus of charge $Z$. In atomic units,

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}} .$$

The mean values of its kinetic, nuclear-attraction and repulsion parts are $T$, $V_{ne}$ and $V_{ee}=\langle 1/r_{12}\rangle$. The symbol $\Delta$ means triplet minus singlet, and $D=E_S-E_T=-\Delta E$ is the splitting, positive when the triplet is lower. $H$ contains no spin, so spin acts only through the symmetry of the spatial function.

## 1. What common orbitals show

Let both states be built from the same orthonormal real orbitals $s$ (1s) and $p$ (2p):

$$\Psi_\pm=\frac{1}{\sqrt2}\,[\,s(1)p(2)\pm p(1)s(2)\,],$$

with the upper sign for the singlet. The mean value of a one-electron operator contains cross terms proportional to $\langle s|p\rangle=0$, so $T$ and $V_{ne}$ are the same for both signs. In the repulsion the cross terms survive:

$$V_{ee}=J\pm K,\qquad J=\iint \frac{s(1)^2p(2)^2}{r_{12}},\qquad K=\iint\frac{s(1)p(1)\,s(2)p(2)}{r_{12}} .$$

Hence $\Delta V_{ee}=-2K$ and $D=2K$. Since $K>0$ (section 3 gives it in closed form), the triplet is lower, and the whole difference is repulsion. This is the manuscript's result, and as a statement about common orbitals it is right.

## 2. Why common orbitals cannot describe both states

Stretch a normalized eigenfunction uniformly, $\Psi_\eta=\eta^3\Psi(\eta\mathbf r_1,\eta\mathbf r_2)$. The factor $\eta^3$ keeps the norm in six dimensions. Two derivatives multiply the kinetic energy by $\eta^2$, and one inverse distance multiplies the potential energy by $\eta$:

$$E(\eta)=\eta^2T+\eta V,\qquad V=V_{ne}+V_{ee}.$$

The energy is stationary at an eigenfunction, so the derivative vanishes at $\eta=1$, which gives $2T+V=0$. With $E=T+V$ this means $T=-E$ and $V=2E$. Applied to both states,

$$\Delta T=D,\qquad \Delta V_{ne}+\Delta V_{ee}=-2D. \tag{1}$$

The lower state has the larger kinetic energy. Common orbitals give $\Delta T=0$ with $D\neq0$, so they violate (1) and cannot be right for both states.

Equation (1) does not settle the question. It fixes the sum of the two potential-energy differences and leaves the sign of $\Delta V_{ee}$ open. For that, the orbitals must be allowed to respond.

## 3. The smallest model that can respond

Take a 1s orbital with exponent $b$ and a 2p orbital with exponent $a$, with radial parts

$$R_s=2b^{3/2}e^{-br},\qquad R_p=N r e^{-ar},\qquad N^2=\frac{(2a)^5}{4!}=\frac{4a^5}{3}.$$

These are hydrogen-like functions for nuclear charges $b$ and $2a$, with energies $-b^2/2$ and $-(2a)^2/8=-a^2/2$. By the virial theorem their kinetic energies are $b^2/2$ and $a^2/2$. The mean values of $1/r$ are $b$ and $N^2\cdot 3!/(2a)^4=a/2$. Therefore

$$T=\frac{a^2+b^2}{2},\qquad V_{ne}=-Z\left(b+\frac a2\right).$$

**Coulomb integral.** The potential of the spherical 1s charge is that of the charge inside $r$ plus that of the shells outside:

$$v(r)=\frac1r\int_0^r R_s^2t^2dt+\int_r^\infty R_s^2\,t\,dt .$$

The charge outside $r$ is $e^{-2br}(1+2br+2b^2r^2)$, and the second integral is $e^{-2br}(b+2b^2r)$. Hence

$$v(r)=\frac1r-e^{-2br}\left(\frac1r+b\right).$$

Averaging over the 2p density, with $c=a+b$, gives

$$J=\frac a2-\frac{4a^5}{3}\left[\frac{3!}{(2c)^4}+\frac{4!\,b}{(2c)^5}\right]=\frac a2-\frac{a^5(a+3b)}{2c^5}.$$

The term $a/2$ is the repulsion from a 1s charge shrunk to a point. The correction arises because the 2p electron penetrates the 1s cloud.

**Exchange integral.** The product $sp$ has the angular form of a dipole, so only the $l=1$ term of the multipole expansion of $1/r_{12}$ contributes, with angular factor $1/3$:

$$K=\frac{4b^3N^2}{3}\iint r_1^3r_2^3\,e^{-c(r_1+r_2)}\frac{r_<}{r_>^2}\,dr_1dr_2 .$$

The regions $r_1<r_2$ and $r_1>r_2$ contribute equally. Writing $t$ for the larger radius and $x$ for the smaller, the double integral is

$$2\int_0^\infty x^4e^{-cx}\int_x^\infty te^{-ct}\,dt\,dx
=2\int_0^\infty x^4e^{-2cx}\left(\frac xc+\frac1{c^2}\right)dx .$$

The two terms give

$$2\left[\frac{5!}{c(2c)^6}+\frac{4!}{c^2(2c)^5}\right]=\frac{2}{c^7}\left(\frac{15}{8}+\frac34\right)=\frac{21}{4c^7}.$$

With $N^2=4a^5/3$,

$$K=\frac{28\,a^5b^3}{3\,(a+b)^7}>0. \tag{2}$$

For helium with $a=1/2$, $b=2$ these formulas give $J=6.775$ eV, against $a/2=6.803$ eV, and $K=0.104$ eV.

## 4. How the orbitals respond to exchange

To see the mechanism in formulas, drop the penetration term. The energy is then

$$E_\pm=\frac{a^2+b^2}{2}-Zb-\frac{(Z-1)a}{2}\pm K(a,b).$$

Without $K$ the minimum is at $a=(Z-1)/2$, $b=Z$: the outer electron sees a screened nucleus, the inner one the bare nucleus. With $K$, setting the derivatives to zero gives

$$a=\frac{Z-1}{2}\mp\frac{\partial K}{\partial a},\qquad b=Z\mp\frac{\partial K}{\partial b}.$$

From (2), $\partial K/\partial a=pK/a$ and $\partial K/\partial b=qK/b$, with

$$p=5-\frac{7a}{a+b},\qquad q=3-\frac{7b}{a+b},\qquad p+q=1.$$

To first order in $K$, all quantities on the right may be evaluated at the unperturbed exponents. The triplet has the lower signs, so

$$\Delta a=\frac{2pK}{a},\qquad \Delta b=\frac{2qK}{b}.$$

The repulsion changes in two ways: directly, through the sign of $K$, and through the change of $J=a/2$:

$$\Delta V_{ee}=-2K+\frac{\Delta a}{2}=K\left(\frac pa-2\right). \tag{3}$$

The other parts are

$$\Delta T=a\,\Delta a+b\,\Delta b=2K(p+q)=2K,\qquad \Delta V_{ne}=-Z\left(\Delta b+\frac{\Delta a}2\right).$$

The splitting is still $D=2K$ at this order. The exponents move away from a stationary point, so their shifts alter the total energy only at second order. Thus $\Delta T=D$, as (1) requires.

For helium, $a=1/2$ and $b=2$ give $p=5-1.4=3.6$ and $q=3-5.6=-2.6$. Then $\Delta a=14.4K$ and $\Delta b=-2.6K$, so that

$$\Delta V_{ee}=(7.2-2)K=5.2K,\qquad \Delta V_{ne}=-2(-2.6+7.2)K=-9.2K .$$

In units of $D=2K$, the changes in kinetic energy, attraction and repulsion are $+1$, $-4.6$ and $+2.6$. Their sum is $-1$, as it must be. In this model, at first order, the triplet has the larger repulsion.

The reason lies in the stationary point. Contracting the 2p orbital raises $T$ and $J$ and lowers $V_{ne}$, each at first order, while their sum hardly changes. Even a small incentive to contract therefore moves the separate parts a long way. Exchange supplies that incentive: in the triplet it enters as $-K$, and $K$ grows as the 2p orbital moves inward over the 1s cloud.

The same sequence can be followed without expansion, with penetration kept and both exponents optimized for each state. Start from the best singlet orbitals, change the sign of the exchange term, and then let the orbitals relax (energies in eV):

| Stage | $T$ | $V_{ne}$ | $V_{ee}$ | Total |
|---|---|---|---|---|
| sign change | 0 | 0 | −0.182 | −0.182 |
| relaxation | +0.226 | −1.049 | +0.779 | −0.044 |
| sum | +0.226 | −1.049 | +0.597 | −0.226 |

The manuscript describes the first row and stops. Relaxation adds only 0.044 eV, about a fifth of the splitting, but changes the repulsion by 0.779 eV and so reverses the sign of the repulsion difference. The exponent $a$ rises from 0.912 to 1.029 Å$^{-1}$, about 13%, while $b$ falls by about 0.6%. The division into stages depends on starting from the singlet orbitals; the last row does not.

## 5. Does the reversal survive correlation?

A product of two exponentials is a crude function, and the quantity in dispute is the repulsion itself. The test should therefore use functions that contain $r_{12}$ explicitly:

$$\Psi=z_1F(r_1,r_2,r_{12})\pm z_2F(r_2,r_1,r_{12}),$$

where $F$ is $e^{-\alpha r_1-\beta r_2}$ times a polynomial in the three distances, with $\alpha=(Z-1)/2$ and $\beta=Z$. All products of total degree up to five are kept, which makes 56 terms.

The integrals reduce to three dimensions. $\Psi$ is the $z$ component of the vector $\mathbf W=\mathbf r_1F\pm\mathbf r_2\tilde F$, where $\tilde F$ is $F$ with $r_1$ and $r_2$ exchanged. Averaging over orientations of the triangle formed by the nucleus and the electrons replaces $\Psi^2$ by $|\mathbf W|^2/3$. For the volume element, the directions of $\mathbf r_1$ give $4\pi r_1^2dr_1$, and $\mathbf r_2$ gives $2\pi r_2^2dr_2\sin\theta\,d\theta$. At fixed $r_1,r_2$ the cosine rule gives $r_{12}dr_{12}=r_1r_2\sin\theta\,d\theta$. The product is $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$. The kinetic energy follows from integration by parts and the equivalence of the electrons as $T=\int|\nabla_1\Psi|^2$ for normalized $\Psi$.

Diagonalizing $H$ in this basis gives, for helium (energies in eV):

| | Singlet | Triplet | $\Delta$ |
|---|---|---|---|
| $T$ | 57.787 | 58.038 | +0.251 |
| $V_{ne}$ | −122.243 | −123.335 | −1.093 |
| $V_{ee}$ | 6.664 | 7.252 | +0.588 |
| $E$ | −57.792 | −58.045 | −0.253 |

(Differences are rounded from the unrounded values.) The triplet repels more, by 0.588 eV, which is 2.32 times the splitting of 0.253 eV (0.00931 hartree). In hartree the repulsion is about 0.245 for the singlet and about 0.267 for the triplet. The triplet is lower because its attraction to the nucleus is stronger by 1.093 eV, which exceeds the combined rise of 0.251 + 0.588 = 0.839 eV in kinetic energy and repulsion.

The mean distance of the outer electron from the nucleus is about 2.7 Å in the singlet and about 2.4 Å in the triplet, so the contraction found in the model is present in the correlated functions too.

These are finite-basis results. Going from degree four to degree five changes the total energies by at most 0.002 eV and $\Delta V_{ee}$ by less than 0.001 eV, far below the difference in question. The fixed exponents do not enforce the virial theorem, which is why $\Delta T$ is 0.251 eV rather than 0.253 eV. For the same reason $T$ falls short of $-E$ by 0.005 eV in the singlet and 0.007 eV in the triplet, so the separate parts of each state are less accurate than the totals, and in this basis $V_{ne}$ of each state is uncertain by about 0.01 eV, $T$ by slightly less, $V_{ee}$ by a few thousandths of an eV, $\Delta T$ and $\Delta V_{ne}$ by about 0.003 eV, and the splitting by about 0.0005 eV. Relativity and nuclear motion are left out.

## 6. Where the inference from the zero goes wrong

The manuscript's picture concerns the distance between the electrons, so it should be examined in that variable. Let $h(u)\,du$ be the probability that $r_{12}$ lies between $u$ and $u+du$. This function, the intracule, satisfies

$$\int_0^\infty h(u)\,du=1,\qquad V_{ee}=\int_0^\infty\frac{h(u)}{u}\,du .$$

The difference $\Delta h$ between triplet and singlet changes sign, in the degree-five basis, near 0.47 Å and near 2.4 Å. Dividing both integrals there gives the following, where the basis leaves the middle- and long-range probabilities uncertain by about 0.001, the short-range probability by about 0.0001, and the energies by up to about 0.004 eV:

| Range of $u$ | Change in probability | Change in $V_{ee}$ (eV) |
|---|---|---|
| short | −0.0010 | −0.057 |
| middle | +0.0849 | +0.953 |
| long | −0.0839 | −0.308 |

The depletion that the manuscript has in mind, the Fermi hole, is real: the triplet has less probability at short range and less repulsion from it. The short row shows only what is left of the hole after the contraction has refilled most of it. With common orbitals (the singlet exponents of section 4) the depletion reaches to about 1.1 Å and removes about 0.8% of the probability; together with the matching excess beyond that distance it gives the −0.182 eV of the sign change. Between the two correlated states the depletion survives only below 0.47 Å, and the electrons are seldom there. The short range holds about a third of a percent of the probability in the singlet and about a quarter of a percent in the triplet. A far larger amount, about 8%, is missing from long distances in the triplet and appears at middle distances, where $1/u$ is larger. This transfer decides the average. A zero at $u=0$ says nothing about it.

The Fermi hole should not be confused with the Coulomb hole, which is the change in $h(u)$ for one state when correlation is added to a mean-field description. Here two correlated states are compared.

## 7. Where the manuscript's account becomes right

The reversal is not a general law. By (3), the model gives

$$\frac{\Delta V_{ee}}{D}=\frac{p}{2a}-1=\frac{p}{Z-1}-1,$$

which is positive only while $p>Z-1$. For large $Z$ the exponents approach $a=Z/2$ and $b=Z$, so $p\to5-7/3=8/3$ and the ratio tends to $-1$. The physical reason is a difference in scaling. By (2), $K$ then grows in proportion to $Z$, while $\Delta a=2pK/a$ tends to a constant. The nucleus holds the orbitals so firmly that the rise in $J$ cannot keep up with the direct term $-2K$.

Correlated calculations for two-electron ions in the same configuration, in the degree-five basis, confirm the trend; the values of $\Delta V_{ee}$ are uncertain by about 0.001 eV:

| $Z$ | $\Delta V_{ee}$ (eV) | $\Delta V_{ee}/D$ | Model ratio |
|---|---|---|---|
| 2 | +0.588 | +2.32 | +2.60 |
| 3 | +0.439 | +0.47 | +0.63 |
| 4 | −0.121 | −0.07 | +0.03 |
| 5 | −0.838 | −0.32 | −0.25 |
| 10 | −5.084 | −0.71 | −0.69 |

The triplet is lower in every row, but its repulsion is larger only for $Z=2$ and $3$. At $Z=4$ the model has the wrong sign: the two terms in (3) nearly cancel there, and a first-order model without penetration cannot be trusted with the remainder.

Even at large $Z$, common orbitals do not reproduce the separate energies. With $\Delta V_{ee}/D\to-1$, equation (1) gives $\Delta T=D$ and $\Delta V_{ne}/D\to-1$. These last two cancel in the total to leading order in $Z$, which is why the common-orbital account then assigns the splitting correctly to the repulsion.

## Requested revision

The explanation should be replaced by one that separates cause from final balance: "With the orbitals held fixed, exchange lowers the repulsion in the triplet. In helium 1s2p the outer orbital then contracts, and the triplet ends with more repulsion than the singlet but with a still larger gain in nuclear attraction." The claim that the electrons of the triplet repel each other less should be confined to common orbitals, or to ions of this configuration with sufficiently large nuclear charge. The numerical check printed below supports both parts of this wording.

## Values computed for the example and the checks

```
CORRELATED HELIUM 1s2p, number of basis terms: 56
singlet: total energy -57.7918 eV = -2.123808 hartree
singlet: kinetic energy 57.7869 eV
singlet: nuclear attraction -122.2427 eV
singlet: repulsion 6.6641 eV = 0.24490 hartree
singlet: -V/T = 2.000085
singlet: mean outer radius 2.6859 angstrom, inner 0.3958 angstrom
triplet: total energy -58.0451 eV = -2.133118 hartree
triplet: kinetic energy 58.0379 eV
triplet: nuclear attraction -123.3354 eV
triplet: repulsion 7.2524 eV = 0.26652 hartree
triplet: -V/T = 2.000124
triplet: mean outer radius 2.4330 angstrom, inner 0.3985 angstrom
splitting E(S)-E(T): 0.2533 eV = 0.009310 hartree
triplet - singlet, kinetic: +0.2510 eV, over splitting +0.991
triplet - singlet, attraction: -1.0927 eV, over splitting -4.313
triplet - singlet, repulsion: +0.5883 eV, over splitting +2.322
largest energy change, order 4 to 5: 0.001906 eV
INTRACULE, triplet - singlet
crossings: 0.4666, 2.3924 angstrom
short range: probability -0.00095, repulsion -0.0565 eV
middle range: probability +0.08485, repulsion +0.9527 eV
long range: probability -0.08390, repulsion -0.3079 eV
short-range probability: singlet 0.00337, triplet 0.00242
ORBITAL MODEL OF HELIUM
at a=1/2, b=2 (atomic units): J 6.7745 eV, a/2 6.8028 eV, K 0.1040 eV
first-order repulsion difference / splitting: 2.600
singlet: a 0.9115, b 3.7852 per angstrom, energy -57.7532 eV
triplet: a 1.0291, b 3.7628 per angstrom, energy -57.9791 eV
sign change, fixed orbitals: kinetic +0.0000, attraction +0.0000, repulsion -0.1820, total -0.1820 eV
relaxation: kinetic +0.2259, attraction -1.0486, repulsion +0.7788, total -0.0439 eV
sum: kinetic +0.2259, attraction -1.0486, repulsion +0.5968, total -0.2259 eV
IONS: repulsion difference, triplet - singlet
Z=2: order 4 +0.5875 eV, order 5 +0.5883 eV, splitting 0.2533 eV, ratio +2.322, model +2.600
Z=3: order 4 +0.4401 eV, order 5 +0.4390 eV, splitting 0.9355 eV, ratio +0.469, model +0.625
Z=4: order 4 -0.1208 eV, order 5 -0.1212 eV, splitting 1.7475 eV, ratio -0.069, model +0.030
Z=5: order 4 -0.8386 eV, order 5 -0.8384 eV, splitting 2.6089 eV, ratio -0.321, model -0.250
Z=10: order 4 -5.0852 eV, order 5 -5.0838 eV, splitting 7.1248 eV, ratio -0.714, model -0.686
```
